# The dark point of a four-quadrant phase mask under aberrations

At a wavelength of 248 nm and numerical aperture 0.60, with 150 nm of defocus (phase taken in the paraxial approximation) and about 0.02 waves each of coma, astigmatism and spherical aberration, the image of a 0/180 degree phase edge along $y$ is nowhere darker than $2.1\times10^{-4}$ of the clear field. Under the same aberrations a mask with quadrants phased 0, 90, 180 and 270 degrees still has a true zero of amplitude, displaced to $(8.1,-5.7)$ nm. The edge loses its zero and the four-quadrant mask keeps its own because only the latter has a phase winding.

## Model and conventions

The mask is thin, its quadrants are infinite, and one normally incident plane wave illuminates it. Coordinates are at wafer scale and clear-field intensity is 1. The field is scalar until the section on intensity floors. The pupil passes spatial frequencies up to $f_c=\mathrm{NA}/\lambda$ and multiplies them by $P=e^{iW}$, with $W$ smooth, in radians, and zero at the pupil centre. A constant phase would change nothing. The image is

$$E(\mathbf r)=\iint T(\mathbf f)P(\mathbf f)e^{2\pi i\mathbf f\cdot\mathbf r}\,d^2f ,$$

where $T$ is the Fourier transform of the mask transmission $t$.

Counter-clockwise from the first quadrant, $t=1,i,-1,-i$. These four values are reproduced by

$$t=\frac{1-i}{2}\left(\operatorname{sgn}x+i\operatorname{sgn}y\right).$$

In the first quadrant the bracket is $1+i$ and the product is 1. In the second it is $-1+i=i(1+i)$, giving $i$. The remaining two quadrants reverse both signs.

## Reduction to two edge images

The identity $\int_0^\infty \sin(2\pi fx)\,df/f=(\pi/2)\operatorname{sgn}x$ gives

$$\operatorname{sgn}x=\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{e^{2\pi ifx}}{i\pi f}\,df .$$

The spectrum of $\operatorname{sgn}x$ therefore lies on the line $f_y=0$, and that of $\operatorname{sgn}y$ on $f_x=0$. Only pupil values on the two axes matter:

$$E=\frac{1-i}{2}\,G,\qquad G=S_x(x)+iS_y(y).$$

On the $x$ axis write $W(\pm f,0)=W_e(f)\pm W_o(f)$ for $f>0$. The contributions of $f$ and $-f$ add to

$$\frac{e^{iW_e}}{i\pi f}\left[e^{i(2\pi fx+W_o)}-e^{-i(2\pi fx+W_o)}\right]
=\frac{2}{\pi f}e^{iW_e}\sin(2\pi fx+W_o),$$

so that

$$S_x(x)=\frac2\pi\int_0^{f_c}e^{iW_e(f)}\sin[2\pi fx+W_o(f)]\,\frac{df}{f}.$$

The same formula with the $y$-axis phases gives $S_y$. The integrand is finite at $f=0$ because $W_o$ vanishes there at least linearly, so ordinary Gauss quadrature serves.

Oblique astigmatism, proportional to $\rho^2\sin2\theta$ with $\rho=f/f_c$, vanishes on both axes and drops out for this infinite mask. A two-dimensional Fourier image tests this: it included 0.02 waves of oblique astigmatism, which the axis formula does not contain. For $|x|,|y|<0.5\,\lambda/\mathrm{NA}$ the two amplitudes differed by at most $9.7\times10^{-4}$ of the clear-field amplitude. The mask in that calculation had a period of $40\,\lambda/\mathrm{NA}$.

## The unaberrated dark point

For $W=0$,

$$S(x)=\frac2\pi\operatorname{Si}(2\pi f_cx),\qquad I=\frac12\left[S(x)^2+S(y)^2\right].$$

The lobes of $\sin u/u$ alternate in sign and shrink in area, starting with a positive one, so $\operatorname{Si}(u)>0$ for $u>0$. Since $\operatorname{Si}$ is odd, the only zero of $E$ is the origin.

With $\operatorname{Si}(u)=u-u^3/18+\dots$,

$$S\simeq4f_cx,\qquad
I\simeq8f_c^2\left[r^2-\frac{4\pi^2f_c^2}{9}(x^4+y^4)\right].$$

To leading order $E\propto x+iy$, so the phase rises by $2\pi$ around the point: the winding is $+1$.

In the example $1/f_c=413.3$ nm. A threshold $I_t=0.20$ gives, from the quadratic term, a dark hole of diameter

$$2\sqrt{I_t/8}\,/f_c=2\sqrt{0.20/8}\times413.3\ \mathrm{nm}=130.7\ \mathrm{nm}.$$

The full sine integral gives 139.1 nm along $x$ and 134.6 nm along a diagonal. The quartic term explains the order: it lowers the intensity, and $x^4+y^4$ is $r^4$ on an axis but $r^4/2$ on a diagonal.

## Why winding protects a zero

Suppose a continuous complex field has nonzero winding on a closed loop. If it had no zero inside, the loop could be shrunk to a point without the winding ever becoming undefined. The winding, an integer that varies continuously, would stay fixed, yet on a tiny loop around a nonzero value it is zero. This contradiction forces a zero inside.

Now let $m$ be the smallest $|E|$ on the loop. A perturbation with $|\delta E|<m$ everywhere on the loop cannot bring the field to zero there, even when it is applied gradually. The winding, and hence a zero inside, survives. An isolated zero without winding has no such protection: an amplitude proportional to $r^2$ becomes nonzero everywhere when a small positive constant is added.

To find the winding at a particular zero $(x_0,y_0)$, expand

$$G\simeq s_x(x-x_0)+is_y(y-y_0),\qquad s_x=S_x'(x_0),\quad s_y=S_y'(y_0).$$

The Jacobian of $(\mathrm{Re}\,G,\mathrm{Im}\,G)$ is $\operatorname{Im}(s_x^*\,is_y)=\operatorname{Re}(s_x^*s_y)$. If it is positive the zero is isolated with winding $+1$; if negative, the winding is $-1$. The common factor $(1-i)/2$ merely rotates and scales the complex plane. Without aberration the Jacobian is $16f_c^2>0$, so the implicit function theorem gives one nearby zero that moves smoothly as small aberrations are switched on.

Parity also plays a part. If $W_o=0$ on both axes, then $S_x(0)=S_y(0)=0$ for any $W_e$. Defocus, axial astigmatism and spherical aberration alone leave the zero at the origin, whatever its winding. Winding is needed when even and odd aberrations act together.

## Existence without a small-displacement assumption

Take a large square $|x|,|y|\le L$. The function $(P-1)/(i\pi f)$ is integrable on each pupil axis, so its Fourier integral vanishes at large distance. What remains is the ideal edge image, and hence $S_x(\pm L)\to\pm1$ and $S_y(\pm L)\to\pm1$.

Assume $|\operatorname{Im}S_x|$ and $|\operatorname{Im}S_y|$ stay below 1. For large enough $L$:

- On the right side, $\operatorname{Re}G\simeq1-\operatorname{Im}S_y>0$.
- On the top side, $\operatorname{Im}G\simeq1+\operatorname{Im}S_x>0$.
- On the left side, $\operatorname{Re}G\simeq-1-\operatorname{Im}S_y<0$.
- On the bottom side, $\operatorname{Im}G\simeq-1+\operatorname{Im}S_x<0$.

The field passes in turn through the right, upper, left and lower half-planes. Its winding is $+1$, and at least one zero lies inside. Since $|\sin W_e|\le|W_e|$, a sufficient condition on each axis is

$$\frac2\pi\int_0^{f_c}|W_e(f)|\,\frac{df}{f}<1 .$$

The example gives 0.138 for $x$ and 0.074 for $y$. A purely odd aberration makes both $S$ real, so it satisfies the condition at any strength. The theorem does not say that the zero is unique or close to its intended position.

## Displacement, and the fate of a simple edge

To first order in $W$, the factor $e^{iW_e}$ is 1 and the sine equals its argument. Setting $S_x=0$ gives

$$2\pi f_cx_1+\int_0^{f_c}\frac{W_o}{f}\,df=0 .$$

For coma $W=(3\rho^3-2\rho)(A_x\cos\theta+A_y\sin\theta)$, the $x$-axis integral is $A_x\int_0^1(3\rho^2-2)\,d\rho=-A_x$. Therefore

$$x_1=\frac{A_x}{2\pi f_c},\qquad y_1=\frac{A_y}{2\pi f_c}.$$

A coefficient of $a$ waves moves the zero by $a\lambda/\mathrm{NA}$. The example has 0.020 and $-0.010$ waves, hence $(8.27,-4.13)$ nm.

The second-order term couples the axes. At $x_1$ the argument of the sine is $A_x\rho+A_x(3\rho^3-2\rho)=A_x(3\rho^3-\rho)$. Expanding $e^{iW_e}\simeq1+iW_e$ gives

$$S_x\simeq4f_c(x-x_1)+i\epsilon_x,\qquad
\epsilon_x=\frac{2A_x}{\pi}\int_0^1W_e(3\rho^2-1)\,d\rho ,$$

and likewise for $y$. Then

$$G\simeq4f_c(x-x_1)-\epsilon_y+i\left[4f_c(y-y_1)+\epsilon_x\right],$$

which vanishes at

$$x_0=x_1+\frac{\epsilon_y}{4f_c},\qquad y_0=y_1-\frac{\epsilon_x}{4f_c}.$$

Two coordinates are available to cancel two real quantities. A single edge has only $x$: it can cancel the real part of $S_x$ but not $\epsilon_x$. Its minimum intensity is $\epsilon_x^2$ at leading order. For defocus $W_e=A_d\rho^2$,

$$\int_0^1\rho^2(3\rho^2-1)\,d\rho=\frac35-\frac13=\frac4{15},\qquad
I_{\min}\simeq\left(\frac{8A_dA_x}{15\pi}\right)^2 .$$

At $A_d=A_x=0.1$ rad, the minimum of the full integral was 0.995 times this value.

For the example, the paraxial defocus phase is $A_d=\pi\mathrm{NA}^2\delta/\lambda=0.684$ rad at $\delta=150$ nm. Astigmatism $\rho^2\cos2\theta$ and spherical aberration $6\rho^4-6\rho^2$ each have coefficient $2\pi\times0.020=0.126$ rad. On the $x$ axis the coefficient of $\rho^2$ from defocus and astigmatism is $0.684+0.126=0.810$. The spherical term integrates to $6[(3/7-1/5)-4/15]=-8/35$. Thus

$$\epsilon_x\simeq\frac{2(0.126)}{\pi}\left[0.810\,\frac4{15}-0.126\,\frac8{35}\right]\simeq0.015 .$$

Its square, $2.2\times10^{-4}$, accounts for the edge intensity in the opening paragraph, where the full value is $2.1\times10^{-4}$. The floor depends on the edge direction: an edge along $x$ reaches $2.2\times10^{-5}$, and an edge whose normal is perpendicular to the coma direction $(A_x,A_y)$ keeps its zero, because it sees no odd phase. The same $\epsilon_x$ moves the vortex in $y$ by $-0.015\times413.3/4\simeq-1.5$ nm, from $-4.1$ to about $-5.7$ nm.

Solving the two full equations gives $(8.09,-5.67)$ nm. In $x$, the second-order formula gives about 7.8 nm, so higher orders contribute about 0.3 nm. When all aberrations were halved from 0.1 to 0.05 of their example values, the error of the first-order position fell by the factor 0.251, as a quadratic remainder requires. At the full zero the slopes $s_x$ and $s_y$ differ in phase by only 4.7 degrees, far from the 90 degrees at which the Jacobian vanishes.

## Where local protection ends

Pure axial astigmatism $A\rho^2\cos2\theta$ shows how the winding at the centre can reverse. The axis phases are opposite, so

$$s_x=4f_cg,\qquad s_y=4f_cg^*,\qquad g=\int_0^1e^{iA\rho^2}d\rho,$$

$$\operatorname{Re}(s_x^*s_y)=16f_c^2|g|^2\cos(2\arg g).$$

The sign first changes when $\arg g=\pi/4$, at $A=2.515$ rad or 0.400 waves. Just beyond this point the central zero remains by parity, but its winding is $-1$.

The existence condition is $A/\pi<1$, which still holds at $A=3.0$ rad, so the total winding must remain $+1$. On the diagonal $y=-x$, oddness and conjugation give $S_y(y)=-S_x(x)^*$. With $S_x=a+ib$,

$$G=a+ib-i(a-ib)=(a-b)(1-i).$$

One real condition, $a=b$, therefore locates further zeros. At $A=3.0$ rad they lie at $x=-y=\pm102.7$ nm, each with winding $+1$. The sum $-1+1+1=+1$ is conserved, but the image now has three dark points instead of one.

## Intensity floors and mask errors

The protection applies to one coherent scalar amplitude. Adding intensities, or a second field component, can fill in the minimum. The following estimates are for the isolated, otherwise unaberrated vortex.

**Finite source.** A source point displaced by $\mathbf s$, in units of $f_c$, shifts the mask spectrum across the pupil. The surviving $x$-axis interval is $-a-s_x<\rho<a-s_x$, with $a=\sqrt{1-s_y^2}$, and

$$S_x(0)=\frac1{i\pi}\ln\frac{a-s_x}{a+s_x}\simeq\frac{2is_x}{\pi}.$$

Hence $I(0)\simeq2|\mathbf s|^2/\pi^2$. A uniform disk of radius $\sigma$ has mean $|\mathbf s|^2=\sigma^2/2$, giving $I(0)\simeq\sigma^2/\pi^2$. At $\sigma=0.15$ this is 0.00228; an explicit sum over diffraction orders gives 0.00231.

**Longitudinal field.** In resist of index $n$, an $x$-polarised ray acquires the component $-(\mathrm{NA}/n)\rho_x$ along the optical axis. This factor cancels the $1/\rho_x$ of the mask spectrum:

$$E_z(0)=\frac{1-i}{2}\int_{-1}^{1}\frac{-(\mathrm{NA}/n)}{i\pi}\,d\rho_x,
\qquad |E_z(0)|^2=\frac{2(\mathrm{NA}/n)^2}{\pi^2}.$$

For $n=1.7$ this is 0.0252. Light polarised along $y$ gives the same magnitude with an extra factor $i$ from the mask. For circular polarisation $(\hat x+i\hat y)/\sqrt2$ the contributions cancel, since $1+i^2=0$. The opposite circular state doubles the intensity to 0.0503. The cancellation is tied to the sign of the winding: in a periodic mask of this kind neighbouring vortices have opposite winding, so one circular state removes this floor at half of them and doubles it at the other half. Interface transmission and pupil apodisation are omitted.

**Resist blur.** Gaussian blur of rms $\ell$ per axis averages $r^2$ to $2\ell^2$, so $I(0)\simeq16f_c^2\ell^2$. For $\ell=20$ nm this gives 0.0375; averaging the full image gives 0.0363.

**Etch depth.** A fractional depth error $\varepsilon$ makes the phases $q(1+\varepsilon)\pi/2$, with $q=0,1,2,3$. To first order the mean transmission is

$$\frac{i\pi\varepsilon}{8}(i-2-3i)=\frac{1-i}{2}\,\frac{\pi\varepsilon}{2}.$$

The error also changes the coefficients of the two edge terms, which alters the position only at second order, and adds a term in $\operatorname{sgn}x\operatorname{sgn}y$, whose ideal image is odd in each coordinate and so has neither value nor gradient at the origin. The zero solves $4f_c(x+iy)+\pi\varepsilon/2=0$, so it moves to $x=-\pi\varepsilon/(8f_c)$, $y=0$. For 2 percent this is $-3.25$ nm; the two-dimensional image gives $-3.15$ nm. This error displaces the zero without filling it.

## Use for contact holes

The parameters are round values in the regime of 248 nm contact-hole printing with negative resist, in which a dark spot leaves a hole. The source, $\sigma=0.15$, is deliberately small, and the resist index and blur are rough values. Real exposures break the assumption of a single coherent scalar field. The three floors for source, linear polarisation and blur sum to 0.064, about a third of the threshold. If they are simply added to the quadratic intensity law with its curvature held fixed, the diameter falls from 131 nm to $2\sqrt{(0.20-0.064)/8}\times413.3\simeq108$ nm. This rough estimate is too small by 10 to 15 nm: the full image for $x$-polarised light, with the transverse field components of each ray rotated as well, averaged over the source and blurred, gives about 123 nm along $x$ and 118 nm along $y$.

Neighbouring holes also change the size, in a direction that depends on the pitch. For an on-axis point source, while only the odd orders 1 and 3 pass, the slope relative to an isolated vortex falls from 4/3 to 4/5 as the mask period grows from $3/f_c$ to $5/f_c$, so the hole can become narrower or wider. At a vortex pitch of 1000 nm the mask period is 2000 nm, and with the point source only the odd orders 1 and 3 pass on each side. Each contributes slope $8/(2000\ \mathrm{nm})$ to the edge image, so the total is 0.827 of the isolated value $4f_c$. At fixed threshold and without floors, the quadratic law then widens the hole by $1/0.827\simeq1.21$.

The finite source removes nearly all of this widening. Order 5 lies at $1.033f_c$, just outside the pupil, and enters from one side for most source points at $\sigma=0.15$. The scalar image without blur then has a diameter along $x$ of about 141 nm in the array and 139 nm for an isolated hole, while the centre intensity rises from 0.0023 to 0.011. Near such a cutoff the source must be included when the hole is sized.

The paraxial defocus phase of 0.684 rad also understates the full edge phase of 0.760 rad. Both are even, so defocus alone still leaves the zero centred, but its coupling to coma changes. With the full defocus phase the minimum of the edge along $y$ rises to $2.5\times10^{-4}$ and the vortex lies at $(8.07,-5.81)$ nm. Scattering from the etched mask walls and reflections at the resist interfaces are not sized here; a placement or dose budget needs a vector calculation that includes them. The remaining values are in the numerical output.

## Numbers as computed

```
wavelength 248 nm; NA 0.60
length unit wavelength/NA 413.3 nm
2D image vs formula, ideal: max error 8.4e-04
2D image vs formula, aberrated: max error 9.7e-04
winding in 2D image: ideal 1, aberrated 1
I/(fc r)^2 near centre, 2D image 8.000
threshold intensity 0.20 of clear field
hole diameter, quadratic law 130.7 nm
hole diameter along x 139.1 nm
hole diameter along diagonal 134.6 nm
defocus 150 nm; edge phase 0.684 rad
edge phase without paraxial step 0.760 rad
coma x, y 0.020, -0.010 waves
axial astigmatism 0.020 waves
oblique astigmatism 0.020 waves
spherical aberration 0.020 waves
zero, first order x 8.27 nm
zero, first order y -4.13 nm
zero, full x 8.09 nm
zero, full y -5.67 nm
error ratio on halving aberrations 0.251
phase between the two slopes -4.7 degrees
existence bound x, y 0.138, 0.074 (need < 1)
simple edge, minimum intensity 2.11e-04
edge minimum / small-phase law 0.995
astigmatism at local reversal 2.515 rad
same in waves 0.400
at 3.0 rad: local -1, total 1
new zeros at x=-y=+/- 102.7 nm
source sigma 0.15; I(0) order sum 0.00231
source I(0), formula 0.00228
resist index 1.7
longitudinal I(0), linear, 2D 0.0252
longitudinal I(0), formula 0.0252
longitudinal I(0), matched circular 3.9e-34
longitudinal I(0), opposite circular 0.0503
resist blur 20 nm; I(0) 0.0363
blur I(0), quadratic law 0.0375
sum of the three separate floors 0.0638
etch-depth error 2.0 percent
etch shift x, 2D image -3.15 nm
etch shift x, formula -3.25 nm
vortex pitch 1000 nm; passed orders 2
array slope / isolated slope 0.827
```
